# Does a 0.5 eV absorption band mean a 1.3 fs lifetime?: a numerical check

```python
"""
Result under test: a 0.5 eV wide absorption band equals hbar/lifetime only when
population decay is the sole broadening. Vibronic lines plus static site disorder
give the same width for a state that lives 1 ns.

Symbols: hw = vibrational quantum (eV), S = Huang-Rhys factor, kT = thermal
energy (eV), site_sd = standard deviation of site energies (eV), gamma = Lorentzian
FWHM (eV) = hbar/lifetime for pure population decay. Energies x are relative to
the 0-0 transition. Lineshape = absorption divided by photon energy.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.signal import find_peaks
from scipy.special import voigt_profile

HBAR = const.hbar / const.e * 1e15            # eV fs
HC = const.h * const.c / const.e * 1e9        # eV nm
KB = const.k / const.e                        # eV/K
x = np.linspace(-1.5, 2.5, 4001)


def half_points(grid, y):
    """Outermost half-maximum positions, by linear interpolation."""
    half = y.max() / 2
    above = np.where(y >= half)[0]
    i, j = above[0], above[-1]
    low = grid[i-1] + (half-y[i-1]) * (grid[i]-grid[i-1]) / (y[i]-y[i-1])
    high = grid[j] + (half-y[j]) * (grid[j+1]-grid[j]) / (y[j+1]-y[j])
    return low, high


def width(y, grid=x):
    low, high = half_points(grid, y)
    return high - low


def merge(energy, weight, cutoff):
    """Add the weights of coincident lines and drop negligible lines."""
    levels, index = np.unique(np.round(energy, 6), return_inverse=True)
    total = np.bincount(index.ravel(), weights=weight)
    keep = total > cutoff
    return levels[keep], total[keep]


def mode_lines(hw, S, kT, freq_ratio=1.0, dipole_slope=0.0):
    """Vibronic lines of one mode from diagonalization in the ground-state basis.
    The coordinate q = a + a^dagger has unit variance in the lowest level."""
    size, hot = 80, 12
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    q = lower + lower.T
    shifted = q + 2*np.sqrt(S)*np.eye(size)
    excited = hw*(np.diag(np.arange(size)) + S*np.eye(size) + np.sqrt(S)*q)
    excited = excited + (freq_ratio**2-1)*hw/4*(shifted @ shifted)
    energy, vectors = np.linalg.eigh(excited)
    dipole = np.eye(size) + dipole_slope*q
    strength = (vectors.T @ dipole[:, :hot])**2
    population = np.exp(-hw*np.arange(hot)/kT)
    population /= population.sum()
    lines = energy[:, None] - hw*np.arange(hot)[None, :]
    return merge(lines.ravel(), (strength*population).ravel(), 1e-10)


def combine(first, second):
    energy = np.add.outer(first[0], second[0]).ravel()
    weight = np.multiply.outer(first[1], second[1]).ravel()
    return merge(energy, weight, 1e-8)


def band(lines, site_sd, gamma):
    profile = voigt_profile(x[:, None]-lines[0][None, :], site_sd, gamma/2)
    return profile @ lines[1]


# Model inputs
target = 0.5                                 # eV, observed FWHM
hw1, S1, hw2, S2 = 0.17, 1.2, 0.05, 1.5
T = 300.0
tau = 1e6                                    # fs
kT, gamma = KB*T, HBAR/tau
naive_tau = HBAR/target

# Lifetime rule: one state coupled to a dense set of levels
spacing, half_band = 0.02, 15.0
levels = np.arange(-750, 751)*spacing
assert np.isclose(levels[-1], half_band)
coupling = np.sqrt(target*spacing/(2*np.pi))
H = np.diag(np.concatenate(([0.0], levels)))
H[0, 1:] = H[1:, 0] = coupling
eigenvalues, eigenvectors = np.linalg.eigh(H)
state_weight = eigenvectors[0]**2
decay_times = naive_tau*np.array([0.5, 1.0, 2.0])
survival = np.array([abs(np.sum(state_weight*np.exp(-1j*eigenvalues*t/HBAR)))**2
                     for t in decay_times])
# Finite band and finite spacing each cause errors of one to two per cent
assert np.max(abs(survival-np.exp(-decay_times/naive_tau))) < 0.02
decay_width = width(state_weight, eigenvalues)
assert abs(decay_width/target-1) < 0.04

# Vibronic band, with site disorder adjusted to the observed width
mode1, mode2 = mode_lines(hw1, S1, kT), mode_lines(hw2, S2, kT)
lines = combine(mode1, mode2)
site_sd = brentq(lambda s: width(band(lines, s, gamma))-target, 0.05, 0.16,
                 xtol=1e-7)
spectrum = band(lines, site_sd, gamma)
assert abs(width(spectrum)-target) < 1e-4
room_peaks = len(find_peaks(spectrum, height=0.05*spectrum.max())[0])
assert room_peaks == 1

# Moments: diagonalized lines against closed formulas
var1 = S1*hw1**2/np.tanh(hw1/(2*kT))
var2 = S2*hw2**2/np.tanh(hw2/(2*kT))
line_mean = np.sum(lines[0]*lines[1])/lines[1].sum()
line_var = np.sum((lines[0]-line_mean)**2*lines[1])/lines[1].sum()
assert abs(line_mean-(S1*hw1+S2*hw2)) < 1e-4
assert abs(line_var/(var1+var2)-1) < 1e-3
total_sd = np.sqrt(var1+var2+site_sd**2)


# Time-domain formula against the sum over lines
def memory(t):
    exponent = -site_sd**2*t**2/(2*HBAR**2) - t/(2*tau) + 0j
    for hw, S in ((hw1, S1), (hw2, S2)):
        n = 1/np.expm1(hw/kT)
        phase = np.exp(-1j*hw*t/HBAR)
        exponent = exponent + S*((n+1)*(phase-1) + n*(phase.conj()-1))
    return np.exp(exponent)


times = np.linspace(0, 10*HBAR/site_sd, 5001)
samples = np.arange(500, 3000, 40)
from_time = np.array([np.trapezoid((np.exp(1j*e*times/HBAR)*memory(times)).real,
                                   times) if hasattr(np, "trapezoid") else
                      np.trapz((np.exp(1j*e*times/HBAR)*memory(times)).real, times)
                      for e in x[samples]])/(np.pi*HBAR)
time_error = np.max(abs(from_time-spectrum[samples]))/spectrum.max()
assert time_error < 2e-5
memory_time = brentq(lambda t: abs(memory(t))**2-np.exp(-1), 0.01, 8.0)

# Wavepacket of the fast mode at zero temperature leaves and returns
cold_mode1 = mode_lines(hw1, S1, 1e-3)
period = 2*np.pi*HBAR/hw1


def packet_overlap(t):
    return abs(np.sum(cold_mode1[1]*np.exp(-1j*cold_mode1[0]*t/HBAR)))**2


for fraction in (0.1, 0.25, 0.5, 1.0):
    formula = np.exp(-2*S1*(1-np.cos(2*np.pi*fraction)))
    assert abs(packet_overlap(fraction*period)-formula) < 1e-5

# Width for several lifetimes, all else fixed
trial_taus = [1e6, 1e3, 100.0, 10.0, naive_tau]
trial_widths = [width(band(lines, site_sd, HBAR/t)) for t in trial_taus]
assert abs(trial_widths[1]-trial_widths[0]) < 0.01*target
assert trial_widths[-1] > 1.2*target

# A cold sample with little disorder tells the two readings apart
cold_T, cold_sd = 10.0, 0.01
cold_lines = combine(mode_lines(hw1, S1, KB*cold_T), mode_lines(hw2, S2, KB*cold_T))
peak_counts = []
for t in (tau, naive_tau):
    y = band(cold_lines, cold_sd, HBAR/t)
    peak_counts.append(len(find_peaks(y, height=0.05*y.max())[0]))
assert peak_counts[0] >= 3 and peak_counts[1] == 1

# Place the maximum at the exposure wavelength and examine the red wing
peak_nm, wing_nm = 365.0, 436.0
x_peak = x[np.argmax(spectrum)]
E00 = HC/peak_nm - x_peak
low, high = half_points(x, spectrum)
red_nm, blue_nm = HC/(E00+low), HC/(E00+high)
wing_model = np.interp(HC/wing_nm-E00, x, spectrum)/spectrum.max()
detuning = HC/peak_nm-HC/wing_nm
wing_lorentz = 1/(1+(2*detuning/target)**2)
assert wing_lorentz > 10*wing_model

# Neglected effects, each added alone
freq_ratio, slope, T2, hot_T = 0.9, 0.1, 100.0, 380.0
second_strength, second_gap = 0.2, 0.4
softer = combine(mode_lines(hw1, S1, kT, freq_ratio=freq_ratio), mode2)
sloped = [combine(mode_lines(hw1, S1, kT, dipole_slope=sign*slope), mode2)
          for sign in (1, -1)]
hot_lines = combine(mode_lines(hw1, S1, KB*hot_T), mode_lines(hw2, S2, KB*hot_T))
second = second_strength*np.interp(x-second_gap, x, spectrum, left=0.0)
changes = {
    "photon-energy prefactor": width(spectrum*(E00+x)),
    f"fast-mode frequency x {freq_ratio}": width(band(softer, site_sd, gamma)),
    f"dipole slope +{slope} per unit q": width(band(sloped[0], site_sd, gamma)),
    f"dipole slope -{slope} per unit q": width(band(sloped[1], site_sd, gamma)),
    f"pure dephasing time {T2:.0f} fs": width(band(lines, site_sd, gamma+2*HBAR/T2)),
    f"film at {hot_T:.0f} K": width(band(hot_lines, site_sd, gamma)),
    f"second state, {second_strength} strength, +{second_gap} eV":
        width(spectrum+second),
}
assert max(abs(w-target) for w in changes.values()) < 0.2

print(f"observed FWHM: {target:.3f} eV")
print(f"hbar: {HBAR:.4f} eV fs")
print(f"lifetime if all width were decay: {naive_tau:.3f} fs")
print(f"quasi-continuum test, FWHM: {decay_width:.3f} eV")
print(f"quasi-continuum test, survival at {naive_tau:.3f} fs: {survival[1]:.3f}")
print(f"fast mode: quantum {hw1} eV, S = {S1}")
print(f"slow mode: quantum {hw2} eV, S = {S2}")
print(f"temperature: {T:.0f} K, kT = {kT:.5f} eV")
print(f"model lifetime: {tau*1e-6:.1f} ns")
print(f"lifetime width of model state: {gamma*1e6:.3f} ueV")
print(f"observed width / lifetime width: {target/gamma:.2e}")
print(f"adjusted site standard deviation: {site_sd:.4f} eV")
print(f"site disorder alone, FWHM: {np.sqrt(8*np.log(2))*site_sd:.3f} eV")
print(f"variance, fast mode: {var1:.5f} eV^2")
print(f"variance, slow mode: {var2:.5f} eV^2")
print(f"variance, site disorder: {site_sd**2:.5f} eV^2")
print(f"total standard deviation: {total_sd:.4f} eV")
print(f"Gaussian estimate of FWHM: {np.sqrt(8*np.log(2))*total_sd:.3f} eV")
print(f"computed model FWHM: {width(spectrum):.3f} eV")
print(f"mean above 0-0 energy: {line_mean:.3f} eV")
print(f"maximum above 0-0 energy: {x_peak:.3f} eV")
print(f"number of maxima at {T:.0f} K: {room_peaks}")
print(f"time formula vs line sum, error/peak: {time_error:.1e}")
print(f"1/e time of squared dipole memory: {memory_time:.2f} fs")
print(f"excited population left then: {np.exp(-memory_time/tau):.7f}")
print(f"fast-mode period: {period:.2f} fs")
print(f"packet overlap at half period: {packet_overlap(period/2):.4f}")
print(f"packet overlap at full period: {packet_overlap(period):.4f}")
print(f"excited population at full period: {np.exp(-period/tau):.6f}")
for t, w in zip(trial_taus, trial_widths):
    print(f"same structure, lifetime {t:.4g} fs: FWHM {w:.4f} eV")
print(f"cold test: {cold_T:.0f} K, site spread {cold_sd} eV")
print(f"cold maxima, 1 ns lifetime: {peak_counts[0]}")
print(f"cold maxima, {naive_tau:.3f} fs lifetime: {peak_counts[1]}")
print(f"band maximum: {peak_nm:.0f} nm = {HC/peak_nm:.3f} eV")
print(f"half-height wavelengths: {blue_nm:.1f} and {red_nm:.1f} nm")
print(f"band width in wavelength: {red_nm-blue_nm:.1f} nm")
print(f"{wing_nm:.0f} nm lies below maximum by: {detuning:.3f} eV")
print(f"lineshape there / maximum, vibronic: {wing_model:.2e}")
print(f"lineshape there / maximum, Lorentzian: {wing_lorentz:.3f}")
for label, w in changes.items():
    print(f"FWHM with {label}: {w:.3f} eV")
print("all good")
```

Printed output:

```
observed FWHM: 0.500 eV
hbar: 0.6582 eV fs
lifetime if all width were decay: 1.316 fs
quasi-continuum test, FWHM: 0.513 eV
quasi-continuum test, survival at 1.316 fs: 0.371
fast mode: quantum 0.17 eV, S = 1.2
slow mode: quantum 0.05 eV, S = 1.5
temperature: 300 K, kT = 0.02585 eV
model lifetime: 1.0 ns
lifetime width of model state: 0.658 ueV
observed width / lifetime width: 7.60e+05
adjusted site standard deviation: 0.0881 eV
site disorder alone, FWHM: 0.208 eV
variance, fast mode: 0.03478 eV^2
variance, slow mode: 0.00502 eV^2
variance, site disorder: 0.00777 eV^2
total standard deviation: 0.2181 eV
Gaussian estimate of FWHM: 0.514 eV
computed model FWHM: 0.500 eV
mean above 0-0 energy: 0.279 eV
maximum above 0-0 energy: 0.214 eV
number of maxima at 300 K: 1
time formula vs line sum, error/peak: 2.8e-08
1/e time of squared dipole memory: 3.08 fs
excited population left then: 0.9999969
fast-mode period: 24.33 fs
packet overlap at half period: 0.0082
packet overlap at full period: 1.0000
excited population at full period: 0.999976
same structure, lifetime 1e+06 fs: FWHM 0.5000 eV
same structure, lifetime 1000 fs: FWHM 0.5003 eV
same structure, lifetime 100 fs: FWHM 0.5033 eV
same structure, lifetime 10 fs: FWHM 0.5346 eV
same structure, lifetime 1.316 fs: FWHM 0.8183 eV
cold test: 10 K, site spread 0.01 eV
cold maxima, 1 ns lifetime: 15
cold maxima, 1.316 fs lifetime: 1
band maximum: 365 nm = 3.397 eV
half-height wavelengths: 337.3 and 390.4 nm
band width in wavelength: 53.1 nm
436 nm lies below maximum by: 0.553 eV
lineshape there / maximum, vibronic: 4.51e-04
lineshape there / maximum, Lorentzian: 0.170
FWHM with photon-energy prefactor: 0.509 eV
FWHM with fast-mode frequency x 0.9: 0.443 eV
FWHM with dipole slope +0.1 per unit q: 0.534 eV
FWHM with dipole slope -0.1 per unit q: 0.465 eV
FWHM with pure dephasing time 100 fs: 0.507 eV
FWHM with film at 380 K: 0.505 eV
FWHM with second state, 0.2 strength, +0.4 eV: 0.598 eV
all good
```
